# Charge-state stability and the negative-U transition of a three-state defect

## Problem

A point defect in a wide-gap semiconductor has been computed in three charge states. With the Fermi level at midgap, the formation energies are

- $E_+=1.4$ eV for charge $+1$,
- $E_0=2.0$ eV for the neutral defect,
- $E_-=1.8$ eV for charge $-1$.

(a) Which charge state is stable at midgap?

(b) How does the stable charge state change as the Fermi level moves through the gap, and at which Fermi level does each change occur?

(c) What is the effective correlation energy $U$ of the defect, and what does its sign mean for a pair of neutral defects?

(d) For a model gap of 3.4 eV, where does the transition lie relative to the band edges, and do the formation energies stay positive throughout the gap?

(e) How large can the neutral fraction become at 300 K and at 1000 K?

The three energies refer to the same atomic chemical potentials and the same defect, each charge state having its own relaxed geometry. They are taken as already corrected for the finite size of the computational cell. The defects are dilute, so they do not interact. The charge $q$ is counted in units of the elementary charge, and $x$ is the Fermi level measured from the middle of the gap, positive towards the conduction band. "Stable" means lowest in formation energy among the three states considered.

## Hints

**Hint 1.** A defect of charge $+1$ has handed one electron to a reservoir whose electrons have the energy of the Fermi level. How does the cost of doing so change when the Fermi level rises by $x$?

**Hint 2.** Draw the three formation energies as straight lines against $x$. The stable state at each $x$ belongs to the lowest line. A crossing of two lines matters for stability only if the third line is not below it.

**Hint 3.** Add the energies of the positive and the negative state at the same Fermi level. What happens to $x$? Compare the result with twice the neutral energy.

**Hint 4.** At finite temperature, weight each state by its Boltzmann factor and its number of spin states. Measuring the Fermi level from the crossing of the two charged lines makes the sum symmetric.

## Solution

### The three energy lines

The formation energy of a defect in charge state $q$ is

$$\mathcal E_q=E^{\rm tot}_q-E^{\rm tot}_{\rm bulk}-\sum_i n_i\mu_i+qE_F+C_q .$$

Here $E^{\rm tot}_q$ and $E^{\rm tot}_{\rm bulk}$ are the total energies of the cell with and without the defect, $n_i$ is the number of atoms of species $i$ added (negative if removed), $\mu_i$ is their chemical potential, and $C_q$ is the finite-size correction. The term $qE_F$ accounts for the electrons: a defect of charge $q$ has given $q$ electrons to the reservoir, each of which arrives with energy $E_F$. For $q=-1$ an electron has been taken from the reservoir, which lowers the reservoir's energy by $E_F$.

Write $E_F=E_{\rm mid}+x$. Only the term $qE_F$ depends on $x$, so

$$\mathcal E_q(x)=E_q+qx,$$

where $E_q$ is the value at midgap. With the given numbers, in eV,

$$\mathcal E_+(x)=1.4+x,\qquad \mathcal E_0(x)=2.0,\qquad \mathcal E_-(x)=1.8-x .$$

A higher Fermi level makes it more expensive to give an electron away and cheaper to take one up.

### (a) Stability at midgap

At $x=0$ the order is $1.4<1.8<2.0$ eV. The positive state is stable. The negative state lies 0.4 eV above it and the neutral state 0.6 eV above it. The neutral state is the highest of the three. Part (b) shows that this already excludes it at every Fermi level, because the average of the two charged energies does not depend on $x$. Where the stable charge changes still has to be found.

### (b) Transitions

The transition level between two charge states is the Fermi level at which their formation energies are equal. There are three pairs.

For the positive and neutral states, $E_++x=E_0$ gives

$$x(+/0)=E_0-E_+=2.0-1.4=0.6\ \text{eV}.$$

For the neutral and negative states, $E_0=E_--x$ gives

$$x(0/-)=E_--E_0=1.8-2.0=-0.2\ \text{eV}.$$

For the positive and negative states, $E_++x=E_--x$. Collecting $x$ on one side gives $2x=E_--E_+$, hence

$$x(+/-)=\frac{E_--E_+}{2}=\frac{1.8-1.4}{2}=0.2\ \text{eV}.$$

The factor $\tfrac12$ appears because the two charge states differ by two electrons.

Which of these crossings are real changes of the stable state? The neutral state is lower than the positive one if $x>E_0-E_+$, and lower than the negative one if $x<E_--E_0$. To be the stable state it must satisfy both conditions:

$$E_0-E_+<x<E_--E_0 .$$

With the given numbers this would require $0.6<x<-0.2$ eV, which no $x$ fulfils. The neutral state is therefore not stable at any Fermi level.

A second argument gives the same result without the crossings. The lower of two numbers cannot exceed their average, so

$$\min[\mathcal E_+(x),\mathcal E_-(x)]\le\frac{(E_++x)+(E_--x)}{2}=\frac{1.4+1.8}{2}=1.6\ \text{eV}.$$

At every Fermi level at least one charged state costs 1.6 eV or less, while the neutral state costs 2.0 eV.

Only the crossing of the two charged lines remains. For $x<0.2$ eV the stable charge is $+1$; for $x>0.2$ eV it is $-1$. The transition level is

$$x(+/-)=0.2\ \text{eV}=3.20\times10^{-20}\ \text{J}$$

above midgap. Both charged states there cost $1.4+0.2=1.8-0.2=1.6$ eV, and the neutral state is 0.4 eV higher. A scan of the Fermi level across the model gap of part (d) finds one change of the stable state, from $+1$ to $-1$, at 0.200 eV.

The crossings at 0.6 and $-0.2$ eV have not lost their meaning. They are the thermodynamic levels for exchanging a single electron, but each lies where the third state is lower than the two that cross. At $x=0.6$ eV, for instance, the positive and neutral states both cost 2.0 eV, while the negative state costs 1.2 eV.

### (c) The effective correlation energy

The width of the window in which the neutral state would be stable is its upper limit minus its lower limit. This difference defines the effective correlation energy:

$$U=x(0/-)-x(+/0)=(E_--E_0)-(E_0-E_+)=E_++E_--2E_0 .$$

Here

$$U=1.4+1.8-2\times2.0=-0.8\ \text{eV}=-1.28\times10^{-19}\ \text{J},$$

in agreement with the difference of the levels, $-0.2-0.6=-0.8$ eV.

The sign of $U$ separates two cases:

- For $U>0$ the levels come in normal order. As the Fermi level rises, the defect takes up its two electrons one at a time, and the neutral state is stable over a range of width $U$, provided that both levels lie inside the gap.
- For $U<0$ the levels are inverted. The window is absent, and the stable charge changes by two at $x(+/-)$, provided that this level lies inside the gap.

At $U=0$ all three lines meet in one point. In a numerical check on 200 random sets of three energies, the width of the neutral range agreed with $U$ where $U$ was positive and with zero where it was negative, within the resolution of the scan.

The quantity $U$ is also a reaction energy. Let two distant neutral defects exchange one electron:

$$2D^0\rightarrow D^++D^- .$$

The energy changes by

$$\mathcal E_+(x)+\mathcal E_-(x)-2\mathcal E_0(x)=(E_++x)+(E_--x)-2E_0=U .$$

The Fermi level drops out because the electron given up by one defect is taken up by the other, with no net exchange with the reservoir. A pair of neutral defects thus lowers its energy by 0.8 eV by becoming a charged pair, wherever the Fermi level lies. The attraction of the two opposite charges is not included, since the defects are far apart.

A single neutral defect that exchanges electrons with the reservoir behaves as follows. Losing an electron is downhill for $x<0.6$ eV, and capturing one is downhill for $x>-0.2$ eV. Between $-0.2$ and 0.6 eV both changes lower the energy; outside this range one does and the other does not.

These are statements about energy differences, not about rates. A neutral defect created by light or by carrier injection may survive for some time if electron exchange is slow or needs a lattice distortion first.

### (d) Position in the gap and sign of the formation energies

The transition lies inside the gap if 0.2 eV is less than half the gap, that is, if the gap exceeds 0.4 eV. In the model gap of 3.4 eV, midgap is 1.70 eV above the valence-band edge. The transition is then

$$1.70+0.20=1.90\ \text{eV}$$

above the valence-band edge and $1.70-0.20=1.50$ eV below the conduction-band edge. It is a deep level.

Stability among charge states is a different question from the cost of forming the defect. At the valence-band edge, $x=-1.70$ eV and the stable positive state has

$$\mathcal E_+=1.4-1.7=-0.3\ \text{eV}.$$

The energy becomes zero at $x=-1.4$ eV. Between the valence-band edge and this point, over a range of 0.3 eV, the defect would form spontaneously at the assumed chemical potentials. Each defect formed there releases an electron, which removes a hole and pushes the Fermi level up. If defects can form freely during growth, this opposes p-type doping that would hold the Fermi level below $x=-1.4$ eV. Compensation can begin at higher Fermi levels, where the formation energy is still positive, once the equilibrium number of these donors becomes comparable with the number of acceptors. If atomic motion is frozen, the defects need not reach their equilibrium number. The dilute picture itself fails once the formation energy comes within a few $kT$ of zero, because the number of defects is then no longer small. At 1000 K about 1% of the sites would already be occupied at $x=-1.0$ eV, where $\mathcal E_+=0.4$ eV.

At the conduction-band edge, $x=+1.70$ eV and the negative state has $\mathcal E_-=1.8-1.7=0.1$ eV. This is positive but small: at 1000 K the Boltzmann factor is $e^{-0.1/0.08617}\approx0.3$, so the dilute picture fails near this edge as well, and under equilibrium growth the Fermi level would be held well below it. The negative defect is cheap in strongly n-type material, where it removes electrons from the conduction band. The defect thus acts against strong doping of either kind: as a donor in p-type material, and as an acceptor in n-type material whose Fermi level lies above $x=0.2$ eV.

### (e) The neutral fraction at finite temperature

Suppose the charged states have closed electron shells and the neutral state has one unpaired spin. The neutral state then has two spin orientations and each charged state has one configuration. Vibrational entropies are taken as equal. With Boltzmann constant $k$ and temperature $T$, the fraction of defects that are neutral is

$$f_0=\frac{2e^{-E_0/kT}}{2e^{-E_0/kT}+e^{-(E_++x)/kT}+e^{-(E_--x)/kT}} .$$

Measure the Fermi level from the charged crossing, $x=x(+/-)+y$, and let $\bar E=(E_++E_-)/2$. Then

$$E_++x=E_++\frac{E_--E_+}{2}+y=\bar E+y,$$

$$E_--x=E_--\frac{E_--E_+}{2}-y=\bar E-y .$$

The two charged terms add up to

$$e^{-\bar E/kT}\left(e^{-y/kT}+e^{y/kT}\right)=2e^{-\bar E/kT}\cosh(y/kT).$$

Dividing numerator and denominator by $2e^{-E_0/kT}$, and using $E_0-\bar E=-U/2$, gives

$$f_0=\frac{1}{1+e^{-U/2kT}\cosh(y/kT)} .$$

The hyperbolic cosine is smallest at $y=0$, where it equals 1. The neutral fraction is therefore largest at the $(+/-)$ transition:

$$f_0^{\max}=\frac{1}{1+e^{-U/2kT}} .$$

The spin factor 2 of the neutral state has cancelled against the two charged states, which are equally populated at this point. For $-U/2=0.4$ eV:

- At 300 K, $kT=0.02585$ eV and $f_0^{\max}=1.9\times10^{-7}$.
- At 1000 K, $kT=0.08617$ eV and $f_0^{\max}=9.5\times10^{-3}$, about one defect in a hundred.

The neutral state is rare in equilibrium but not absent. Since it alone carries an unpaired spin under these assumptions, a spin-resonance signal from the defect should be weak in equilibrium, and illumination that creates neutral defects could raise it.

The same weights give the mean charge. The positive and negative fractions are in the ratio $e^{-y/kT}:e^{y/kT}$. When the neutral fraction is neglected,

$$\langle q\rangle\approx\frac{e^{-y/kT}-e^{y/kT}}{e^{-y/kT}+e^{y/kT}}=-\tanh(y/kT).$$

The jump from $+1$ to $-1$ is thus spread over a few $kT$. At the transition itself the mean charge is zero, yet nearly every defect is charged: half are positive and half are negative. A mean charge of zero is not evidence for neutral defects.

If the two charged states had different numbers of configurations or different vibrational entropies, their Boltzmann factors would carry weights $w_+$ and $w_-$. Equal population requires $w_+e^{-y/kT}=w_-e^{y/kT}$, so the point of equal population would shift to $y=\tfrac12kT\ln(w_+/w_-)$. For a ratio of 2 this is 0.009 eV at 300 K and 0.03 eV at 1000 K.

## Variation 1: an error in the charged energies

*Suppose both charged energies are too low by the same amount $d$. Which results survive?*

Such an error can arise from an incomplete correction for periodic images. In a linear dielectric, the potential produced by the images is proportional to the charge $q$, and the interaction energy is proportional to charge times potential, hence to $q^2$. To leading order it is the same for $q=+1$ and $q=-1$ and vanishes for $q=0$. If the two charges are spread out differently in space, a smaller difference remains, which is neglected here.

Replace $E_\pm$ by $E_\pm+d$. The crossing of the charged lines becomes

$$\frac{(E_-+d)-(E_++d)}{2}=\frac{E_--E_+}{2},$$

which is unchanged. The correlation energy becomes

$$U'=(E_++d)+(E_-+d)-2E_0=U+2d .$$

It changes sign at $d=-U/2=0.4$ eV. The position of the crossing is protected against this error, but the conclusion that it is a real transition is not. For scale, the entire uncorrected image term for $|q|=1$ in a cubic cell of 10 Å with dielectric constant 10 is only about 0.2 eV. An error of 0.4 eV from this source alone would need a much smaller cell or weaker screening.

For $d=0.5$ eV the charged energies at midgap are 1.9 and 2.3 eV, and $U'=-0.8+1.0=0.2$ eV. The one-electron levels are now $2.0-1.9=0.1$ eV and $2.3-2.0=0.3$ eV, in normal order. The neutral state is stable between them, and the crossing at 0.2 eV lies inside this window, where the charged states cost 2.1 eV against 2.0 eV for the neutral one.

An error in the position of midgap acts in the opposite way. If the reference is displaced by $s$, each energy changes by $qs$. The sum $E_++E_-$, and with it $U$, stays the same, while the transition moves to $x(+/-)-s$. The sign of $U$ is then safe, but the position of the level is not.

## Variation 2: how the lattice can make $U$ negative

*Two electrons on one defect repel each other. Find a model in which the given energies nevertheless arise.*

Let $n=0,1,2$ be the number of electrons in one defect orbital, corresponding to charges $+1$, $0$, $-1$. Let them couple linearly to one lattice coordinate $Q$. With the Fermi level at midgap, take the energy

$$W_n(Q)=E_++n\varepsilon+U_C\,\delta_{n,2}+\tfrac12KQ^2-nFQ .$$

Here $\varepsilon$ is the cost of adding an electron to the undistorted defect, $U_C>0$ is the repulsion of the two electrons, $K$ is the lattice stiffness, and $F$ is the force exerted by each electron.

The equilibrium position follows from $dW_n/dQ=KQ-nF=0$, so $Q_n=nF/K$. Inserting it gives the elastic and coupling terms

$$\frac{n^2F^2}{2K}-\frac{n^2F^2}{K}=-\frac{n^2F^2}{2K}.$$

The energy gain grows as $n^2$: two electrons gain four times as much as one. In the combination $W_0+W_2-2W_1$ the terms in $E_+$ and $\varepsilon$ cancel, and

$$U=U_C-\frac{4F^2}{2K}+2\,\frac{F^2}{2K}=U_C-\frac{F^2}{K}.$$

The correlation energy is negative if the relaxation term $F^2/K$ exceeds the repulsion.

Choose $\varepsilon=1.2$ eV, $U_C=0.4$ eV, $K=4.8$ eV/Å$^2$ and $F=2.4$ eV/Å. Then $F^2/K=1.2$ eV, and the relaxed energies are

$$W_0=1.4\ \text{eV},$$

$$W_1=1.4+1.2-0.6=2.0\ \text{eV},$$

$$W_2=1.4+2.4+0.4-2.4=1.8\ \text{eV}.$$

These are the three given values, and $U=0.4-1.2=-0.8$ eV.

Now hold the lattice at the neutral position, $Q_1=0.5$ Å. The energies for $n=0,1,2$ are 2.0, 2.0 and 2.4 eV, so the frozen-lattice value is $2.0+2.4-2\times2.0=+0.4$ eV. This is the bare repulsion $U_C$. The electrons still repel each other; in this model it is the relaxation that favours the pair.

The frozen energies also show that, for electron exchange at the Fermi energy, the neutral defect sits in a local minimum if the Fermi level lies between $x=0$ and $x=0.4$ eV. At the transition, $x=0.2$ eV, losing an electron without lattice motion leads to $2.0+0.2=2.2$ eV, and capturing one leads to $2.4-0.2=2.2$ eV. Both lie above the neutral 2.0 eV, although both relaxed end states lie below it, at 1.6 eV. The lattice must move before either change becomes favourable.

The required motion is small here. The energy difference of 0.2 eV changes with $Q$ at the rate $F=2.4$ eV/Å, so it vanishes after a displacement of $0.2/2.4=0.083$ Å, towards smaller $Q$ for losing an electron and towards larger $Q$ for capturing one. This displacement costs the neutral defect $\tfrac12\times4.8\times0.083^2=0.017$ eV, which is less than $kT$ at 300 K. It is a classical value, comparable to the zero-point energy of the mode for a light atom (0.019 eV for a mass of 14 u). This small barrier applies if electrons can be exchanged at the Fermi energy, for example with a nearby metal. A second neutral defect close enough for tunnelling offers a similar route: moving the two coordinates by 0.083 Å in opposite directions makes $2D^0$ and $D^++D^-$ degenerate, at a cost of 0.033 eV. An isolated defect in the crystal has no such partner states, and its electrons must come from or go to the bands. In the model gap of 3.4 eV, emitting an electron to the conduction-band edge costs at least $1.4+1.7-2.0=1.1$ eV, and emitting a hole to the valence-band edge costs at least $1.8+1.7-2.0=1.5$ eV. At room temperature, an isolated neutral defect can therefore survive for a long time in the dark if the bands hold very few free carriers that it could capture. At high temperature its lifetime can be much shorter. The same can hold in doped material, but the model does not show it: its classical crossing barriers for capture are 0.70 eV for an electron and 1.20 eV for a hole, so fast capture would have to be radiative or proceed by tunnelling of the lattice coordinate.

The three given energies do not determine this division. Only the difference $U_C-F^2/K$ is fixed by $U$, so other pairs of repulsion and relaxation fit equally well. Separating them requires further information, for example energies at fixed geometry in addition to the relaxed ones.

## Values computed for the example and the checks

```
Energies at midgap
E(+1) = 1.4 eV
E(0) = 2.0 eV
E(-1) = 1.8 eV
Levels measured from midgap
(+/0) crossing = 0.60 eV
(0/-) crossing = -0.20 eV
(+/-) transition, formula = 0.20 eV
(+/-) transition, scan = 0.200 eV
U = -0.80 eV
U = -1.282e-19 J
(+/-) transition = 3.204e-20 J
charged energy at transition = 1.60 eV
neutral excess at transition = 0.40 eV
Model gap
gap = 3.4 eV
midgap above valence edge = 1.70 eV
transition above valence edge = 1.90 eV
transition below conduction edge = 1.50 eV
E(+1) at valence edge = -0.30 eV
E(-1) at conduction edge = 0.10 eV
lowest x with positive energies = -1.40 eV
Largest neutral fraction
T = 300 K: kT = 0.02585 eV
T = 300 K: fraction = 1.907e-07
T = 1000 K: kT = 0.08617 eV
T = 1000 K: fraction = 9.548e-03
Lattice model
level = 1.2 eV, repulsion = 0.4 eV
K = 4.8 eV/A^2, F = 2.4 eV/A
F^2/K = 1.20 eV
n = 0: relaxed Q = 0.00 A
n = 0: relaxed energy = 1.40 eV
n = 0: energy at neutral Q = 2.00 eV
n = 1: relaxed Q = 0.50 A
n = 1: relaxed energy = 2.00 eV
n = 1: energy at neutral Q = 2.00 eV
n = 2: relaxed Q = 1.00 A
n = 2: relaxed energy = 1.80 eV
n = 2: energy at neutral Q = 2.40 eV
U relaxed = -0.80 eV, frozen = 0.40 eV
Common error in charged energies
error that removes negative U = 0.40 eV
example error d = 0.50 eV, U = 0.20 eV
neutral window = 0.10 to 0.30 eV
```
